# Einstein relation for a two-dimensional subband at arbitrary degeneracy, part 1

(Sections cited here and not found follow in the second part.)

## The relation and its limits

Let electrons of charge $-q$, with $q>0$, move freely in the plane of a semiconductor interface and be bound in the direction normal to it. The binding splits the conduction band into subbands. One of them is considered, with energies

$$
E(\mathbf k)=E_0+\varepsilon,\qquad \varepsilon=\frac{\hbar^2k^2}{2m},
$$

where $E_0$ is the subband bottom, $\mathbf k$ the wave vector in the plane and $m$ the effective mass for motion in the plane. The subband occurs in $g_v$ equivalent valleys, and each state holds two spins. The sheet density $n$ is the number of electrons per area, $T$ the temperature, $k_B$ Boltzmann's constant and $E_F$ the electrochemical potential. Two abbreviations are used throughout:

$$
\zeta=E_F-E_0,\qquad \eta=\frac{\zeta}{k_BT}.
$$

The quantity $\zeta$ is the chemical potential measured from the subband bottom. It may have either sign.

The layer is nearly uniform: $E_0$ and $n$ vary slowly with a coordinate $x$ in the plane, while $T$ is the same everywhere. The force on an electron in the subband is then $-dE_0/dx$. Writing this force as $-qF$ defines the driving field $F=(1/q)\,dE_0/dx$. The mobility $\mu$ and the diffusion coefficient $D$ are defined by the particle flux per width of the layer,

$$
\Gamma=-\frac{n\mu}{q}\frac{dE_0}{dx}-D\frac{dn}{dx}. \tag{1}
$$

Both terms carry a minus sign because electrons drift towards lower $E_0$ and diffuse towards lower density. The electric current per width is $j=-q\Gamma=qn\mu F+qD\,dn/dx$, the usual form for electrons. Equation (1) is a linear law. It requires small gradients, and its coefficients may depend on the local density and on temperature.

The ratio $D/\mu$ is a voltage. To find it, the density must be known as a function of $\zeta$, and this begins with the count of states. In a square of side $L$ with periodic boundary conditions the allowed wave vectors form a lattice of spacing $2\pi/L$, so each occupies the area $(2\pi/L)^2$. A disc of radius $k$ contains $\pi k^2/(2\pi/L)^2=L^2k^2/(4\pi)$ of them. Multiplying by $2g_v$ for spin and valleys, dividing by $L^2$, and inserting $k^2=2m\varepsilon/\hbar^2$ gives the number of states per area below $\varepsilon$:

$$
2g_v\,\frac{1}{4\pi}\,\frac{2m\varepsilon}{\hbar^2}=\frac{g_vm}{\pi\hbar^2}\,\varepsilon .
$$

Its derivative with respect to $\varepsilon$ is the density of states per area and energy,

$$
g=\frac{g_vm}{\pi\hbar^2}. \tag{2}
$$

It does not depend on energy, because in two dimensions the number of states grows as $k^2$, which is proportional to $\varepsilon$. This makes a closed result possible.

Each state is occupied with the Fermi probability

$$
f(\varepsilon)=\frac{1}{1+e^{(\varepsilon-\zeta)/k_BT}} .
$$

Multiplying numerator and denominator by $e^{(\zeta-\varepsilon)/k_BT}$ turns $f$ into a derivative:

$$
f(\varepsilon)=\frac{e^{(\zeta-\varepsilon)/k_BT}}{1+e^{(\zeta-\varepsilon)/k_BT}}
=-k_BT\,\frac{d}{d\varepsilon}\ln\!\left(1+e^{(\zeta-\varepsilon)/k_BT}\right).
$$

The logarithm vanishes at $\varepsilon\to\infty$, so the integral is given by its value at $\varepsilon=0$:

$$
n=g\int_0^\infty f\,d\varepsilon=g\,k_BT\ln\!\left(1+e^{\eta}\right). \tag{3}
$$

Now consider equilibrium in a potential that varies slowly along $x$. In equilibrium $E_F$ is constant in space. The subband bottom is not constant, and the density follows it through $\zeta=E_F-E_0(x)$. Since $d\zeta/dx=-dE_0/dx$,

$$
\frac{dn}{dx}=-\frac{\partial n}{\partial\zeta}\frac{dE_0}{dx}.
$$

The flux must vanish. Inserting this gradient into equation (1) yields

$$
0=\left(-\frac{n\mu}{q}+D\,\frac{\partial n}{\partial\zeta}\right)\frac{dE_0}{dx}.
$$

This holds for any small slope $dE_0/dx$, so the bracket is zero:

$$
\frac D\mu=\frac{n}{q\,\partial n/\partial\zeta}. \tag{4}
$$

This is the Einstein relation in its general form. It contains no property of the scattering. It rests on the fact that drift and diffusion must cancel when $E_F$ is flat, whatever causes the electrons to scatter.

The same relation can be obtained for a layer that carries a current, from the linearized Boltzmann equation. Let the distribution be $f+f_1$, where $f$ is the Fermi function with the local $\zeta(x)$ and $f_1$ is a small correction proportional to the gradients. In a steady state, to first order,

$$
\mathbf v\cdot\nabla f-\frac1\hbar\nabla E_0\cdot\nabla_{\mathbf k}f=-\mathcal L f_1,
\qquad \mathbf v=\frac1\hbar\nabla_{\mathbf k}\varepsilon ,
$$

where $\mathcal L$ is a linear operator describing collisions with impurities, a rough interface or a lattice in equilibrium. The function $f$ depends on position through $\zeta$, and $\partial f/\partial\zeta=-\partial f/\partial\varepsilon$. The first term on the left is therefore

$$
\mathbf v\cdot\nabla f=\left(-\frac{\partial f}{\partial\varepsilon}\right)\mathbf v\cdot\nabla(E_F-E_0).
$$

In the second term the chain rule gives $\nabla_{\mathbf k}f=\hbar\mathbf v\,\partial f/\partial\varepsilon$, hence

$$
-\frac1\hbar\nabla E_0\cdot\nabla_{\mathbf k}f=\left(-\frac{\partial f}{\partial\varepsilon}\right)\mathbf v\cdot\nabla E_0 .
$$

In the sum the gradient of $E_0$ cancels:

$$
\left(-\frac{\partial f}{\partial\varepsilon}\right)\mathbf v\cdot\nabla E_F=-\mathcal Lf_1. \tag{5}
$$

The correction $f_1$, and with it the flux, is proportional to the gradient of $E_F$ alone. For a layer that is isotropic in the plane this means $\Gamma=-K\,dE_F/dx$, with one coefficient $K$ that contains all the scattering. Two special cases identify it. With uniform density, $dE_F/dx=dE_0/dx$, and comparison with equation (1) gives $K=n\mu/q$. With a flat subband bottom, $dE_F/dx=(dn/dx)/(\partial n/\partial\zeta)$, and comparison gives $D=K/(\partial n/\partial\zeta)$. Dividing the second result by the first gives equation (4) again.

The cancellation can be tested numerically by computing the two responses separately: $\mu$ from the change of $f$ with momentum, and $D$ from the difference between two Fermi functions of slightly different density. This was done at $n/(gk_BT)=0.9494$ for four models of the collisions. The scattering rate was taken as constant, as proportional to $1+\varepsilon/k_BT$, and as proportional to $1/(0.2+\varepsilon/k_BT)$. The fourth model adds to the second a transfer of directed motion between different energies. Relative to the first model, the mobilities are 1.00, 0.34, 2.72 and 0.41. The ratio $qD/(\mu k_BT)$ is 1.5487 in all four.

It remains to differentiate equation (3) with respect to $\zeta=\eta k_BT$:

$$
\frac{\partial n}{\partial\zeta}=\frac{1}{k_BT}\,g\,k_BT\,\frac{e^\eta}{1+e^\eta}=\frac{g}{1+e^{-\eta}}. \tag{6}
$$

The right-hand side is $g$ times $f(0)$, the occupation of the lowest state of the subband. Inserting equations (3) and (6) into equation (4) gives

$$
\frac D\mu=\frac{k_BT}{q}\left(1+e^{-\eta}\right)\ln\!\left(1+e^{\eta}\right). \tag{7}
$$

In a device the density is usually better known than $\eta$, so $\eta$ is eliminated. Define the degeneracy parameter

$$
\nu=\frac{n}{g\,k_BT}. \tag{8}
$$

Equation (3) reads $\nu=\ln(1+e^\eta)$, so $e^\eta=e^\nu-1$. Then

$$
1+e^{-\eta}=1+\frac{1}{e^\nu-1}=\frac{e^\nu}{e^\nu-1}=\frac{1}{1-e^{-\nu}},
$$

and equation (7) becomes

$$
\frac D\mu=\frac{k_BT}{q}\,\frac{\nu}{1-e^{-\nu}}
=\frac{n}{qg}\,\frac{1}{1-e^{-n/(gk_BT)}}. \tag{9}
$$

This is the Einstein relation for one parabolic two-dimensional subband at arbitrary degeneracy.

The energy $E_F^0=n/g$ in the last form is the Fermi energy at zero temperature, measured from the subband bottom: at $T=0$ the states are filled up to an energy $E_F^0$ that satisfies $gE_F^0=n$. It differs from $\zeta$ at finite temperature. From $e^\eta=e^\nu-1$,

$$
\zeta=k_BT\ln(e^\nu-1)=E_F^0+k_BT\ln(1-e^{-\nu}), \tag{10}
$$

so $\zeta$ lies below $E_F^0$ and is negative for $\nu<\ln2$.

At low density, $\nu\ll1$, the exponential is expanded as $1-e^{-\nu}=\nu(1-\nu/2+\nu^2/6-\dots)$. The reciprocal of the bracket is $1+\nu/2+(\nu^2/4-\nu^2/6)+\dots$, and therefore

$$
\frac D\mu=\frac{k_BT}{q}\left(1+\frac\nu2+\frac{\nu^2}{12}+\dots\right). \tag{11}
$$

The leading term is the thermal voltage. The first correction is half the degeneracy parameter, so at $\nu=0.1$ the thermal voltage is about 5 % too small.

At high density, $\nu\gg1$, the exponential in equation (9) is small and

$$
\frac D\mu=\frac{E_F^0}{q}\left(1+e^{-\nu}+\dots\right). \tag{12}
$$

The ratio approaches the Fermi energy divided by the charge. The relative excess over this limit is $1/(1-e^{-\nu})-1=1/(e^\nu-1)$, which falls below 5 % when $e^\nu>21$, that is, for $\nu$ above about 3.0. No power of $1/\nu$ appears, because a constant density of states leaves the lower edge of the subband as the sole source of corrections.

Both limits can be understood from a constant scattering time $\tau$. The mobility is then $q\tau/m$. The diffusion coefficient is $\tau v^2/2$, averaged over the electrons that respond to a change of density, that is, with the weight $-\partial f/\partial\varepsilon$. Since $v^2/2=\varepsilon/m$, the ratio is $1/q$ times the mean of $\varepsilon$ with this weight. At low density the weight is proportional to $e^{-\varepsilon/k_BT}$ and the mean is $k_BT$. At high density the weight is concentrated at the Fermi energy and the mean is $E_F^0$. The mean kinetic energy of all electrons would be $E_F^0/2$ there, which is not the quantity that enters.

Between the limits the ratio is larger than either of them. The inequality $1-e^{-\nu}<\nu$ gives $D/\mu>k_BT/q$, and $1-e^{-\nu}<1$ gives $D/\mu>E_F^0/q$. It is also smaller than their sum. The claim $\nu/(1-e^{-\nu})<1+\nu$ is equivalent to $(1+\nu)e^{-\nu}<1$, which holds because $e^\nu>1+\nu$. The excess over the larger limit is greatest at $\nu=1$, where the two limits are equal. Below $\nu=1$ the larger limit is the thermal voltage, and the factor $\nu/(1-e^{-\nu})$ rises with $\nu$, since its derivative has the sign of $e^\nu-1-\nu>0$. Above $\nu=1$ the larger limit is $E_F^0/q$, and the factor $1/(1-e^{-\nu})$ falls. At the maximum the factor is $1/(1-e^{-1})=1.58$. A scan of explicit sums over the states of a periodic box places the peak at $\nu=0.999$ with the factor 1.581. Taking the larger of the two limits therefore understates $D/\mu$ by at most 37 % of its value, and this happens at $n=gk_BT$.

The ratio $D/\mu$ is now known for one parabolic two-dimensional subband at arbitrary degeneracy, and taking the larger of its two limits understates it by at most 37 %. What remains is to apply the relation to a silicon inversion layer and to examine the conditions under which it holds.
